# Why Donor and Acceptor Enhancements of Solid-Phase Regrowth Do Not Add: test program

```python
"""
Result under test: in solid-phase epitaxy driven by charged interface defects,
the speed relative to undoped material is
    R = (1 + a_minus*n/ni + a_plus*p/ni) / (1 + a_minus + a_plus),
where n and p are fixed by the NET doping (donors minus acceptors).
Equal donors and acceptors therefore give R = 1, not the sum of enhancements.
a_minus, a_plus: ratios of charged to neutral defects in undoped material;
n, p, ni: electron, hole and intrinsic densities (cm^-3).
Energies are in eV from the valence edge. Parameters are round values in the
regime of silicon near 800 K; the defect levels are model choices.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

temperature = 800.0
kT = const.k * temperature / const.e
gap, Nc, Nv = 0.96, 1.2e20, 1.0e20
level_minus, level_plus = gap - 0.15, 0.18
dopant_depth = 0.045
dose = 5e19
speed_undoped, thickness = 2.0, 100.0      # nm/min, nm
permittivity_ratio = 11.7

ni = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT))
Ei = gap / 2 + 0.5 * kT * np.log(Nv / Nc)


def defect_sum(EF, shift=0.0):
    """All defects divided by neutral defects; shift moves levels inward."""
    return (1 + 0.5 * np.exp((EF - level_minus + shift) / kT)
            + 0.5 * np.exp((level_plus + shift - EF) / kT))


a_minus = 0.5 * np.exp((Ei - level_minus) / kT)
a_plus = 0.5 * np.exp((level_plus - Ei) / kT)
norm = 1 + a_minus + a_plus


def carriers(net, n_intrinsic=ni):
    major = abs(net) / 2 + np.sqrt(net**2 / 4 + n_intrinsic**2)
    minor = n_intrinsic**2 / major
    return (major, minor) if net >= 0 else (minor, major)


def R_model(net):
    n, p = carriers(net)
    return (1 + a_minus * n / ni + a_plus * p / ni) / norm


# ---- Defect statistics by enumeration of orbital occupations ----
def enumerated_defects(EF, formation=1.5):
    """Probability of any defect and of a neutral one on an interface site."""
    repulsion = level_minus - level_plus
    weights = {0: 0.0, 1: 0.0, 2: 0.0}
    for up in (0, 1):
        for down in (0, 1):
            electrons = up + down
            energy = level_plus * electrons + repulsion * up * down
            cost = formation + energy - level_plus - (electrons - 1) * EF
            weights[electrons] += np.exp(-cost / kT)
    total = sum(weights.values())
    return total / (1 + total), weights[1] / (1 + total)


n_donor, _ = carriers(dose)
EF_donor = Ei + kT * np.log(n_donor / ni)
all_doped, neutral_doped = enumerated_defects(EF_donor)
all_undoped, neutral_undoped = enumerated_defects(Ei)
assert abs(all_doped / all_undoped / R_model(dose) - 1) < 1e-6
assert abs(neutral_doped / neutral_undoped - 1) < 1e-6

# ---- Full Fermi-Dirac neutrality, optionally with isolated dopant levels ----
t_grid = np.linspace(0.0, 9.0, 1801)
t_step = t_grid[1] - t_grid[0]


def fermi_half(eta):
    values = t_grid**2 * expit(eta - t_grid**2)
    return 4 / np.sqrt(np.pi) * t_step * (values.sum() - 0.5 * values[-1])


def fermi_level(donors, acceptors, isolated=False):
    def charge(EF):
        n = Nc * fermi_half((EF - gap) / kT)
        p = Nv * fermi_half(-EF / kT)
        plus, minus = donors, acceptors
        if isolated:
            plus = donors / (1 + 2 * np.exp((EF - gap + dopant_depth) / kT))
            minus = acceptors / (1 + 4 * np.exp((dopant_depth - EF) / kT))
        return p - n + plus - minus
    return brentq(charge, -0.4, gap + 0.4, xtol=1e-13)


undoped_sum = defect_sum(fermi_level(0, 0))


def R_full(donors, acceptors, isolated=False):
    return defect_sum(fermi_level(donors, acceptors, isolated)) / undoped_sum


# At 1e18 the carriers are nearly nondegenerate, so 1% is the expected accuracy.
for donors, acceptors in ((1e18, 0), (0, 1e18)):
    full = R_full(donors, acceptors)
    assert abs((full - 1) / (R_model(donors - acceptors) - 1) - 1) < 0.01

# ---- Slowest growth lies slightly off exact compensation ----
search = minimize_scalar(lambda net: R_full(max(net, 0), max(-net, 0)),
                         bounds=(-1e18, 1e18), method="bounded",
                         options={"xatol": 1e13})
slowing = (np.sqrt(a_plus) - np.sqrt(a_minus))**2 / norm
ratio_at_min = np.sqrt(a_plus / a_minus)
net_at_min = ni * (ratio_at_min - 1 / ratio_at_min)
assert abs((1 - search.fun) / slowing - 1) < 0.02
assert abs(search.x / net_at_min - 1) < 0.03

# ---- Additive rule against the full solution ----
R_D, R_A, R_comp = R_model(dose), R_model(-dose), R_model(0.0)
R_add = 1 + (R_D - 1) + (R_A - 1)
R_comp_isolated = R_full(dose, dose, True)
assert abs(R_comp_isolated - 1) < 0.02
assert R_add > 3 * R_comp_isolated
# Linear law for the leftover excess holds up to terms of order a_minus, a_plus.
leftover = (R_model(0.1 * dose) - 1) / (R_D - 1)
assert abs(leftover / 0.1 - 1) < 0.10

# ---- Gap narrowing ----
narrowing = 0.10


def R_narrowed(net, levels_follow):
    ni_new = ni * np.exp(narrowing / (2 * kT))
    n, _ = carriers(net, ni_new)
    EF = Ei + kT * np.log(n / ni_new)
    return defect_sum(EF, narrowing / 2 if levels_follow else 0.0) / norm


# ---- Band bending by a sheet charge screened wholly in the crystal ----
bjerrum = (const.e**2 / (4 * np.pi * const.epsilon_0 * permittivity_ratio
                         * const.k * temperature)) * 1e9      # nm
poisson = 4 * np.pi * bjerrum
per_nm3 = 1e-21
sheet = 1e12                                                   # cm^-2
slope_needed = poisson * sheet * 1e-14                         # 1/nm


def bending(net, sign):
    """Interface potential energy drop for electrons, in kT."""
    n0, p0 = (c * per_nm3 for c in carriers(net))

    def mismatch(x):
        stored = n0 * np.expm1(x) + p0 * np.expm1(-x) - (n0 - p0) * x
        return 2 * poisson * stored - slope_needed**2
    return brentq(mismatch, 0.0, 15.0 * sign)


def slope_by_integration(net, x_end):
    n0, p0 = (c * per_nm3 for c in carriers(net))
    length = 1 / np.sqrt(poisson * (n0 + p0))

    def rhs(_, y):
        rho = n0 * np.expm1(y[0]) - p0 * np.expm1(-y[0])
        return [y[1], rho / (n0 + p0)]

    def reached(_, y):
        return y[0] - x_end
    reached.terminal = True
    start = 1e-4 * np.sign(x_end)
    run = solve_ivp(rhs, (0, 60), [start, start], events=reached,
                    rtol=1e-9, atol=1e-12)
    assert len(run.t_events[0]) == 1
    return abs(run.y_events[0][0][1]) / length


def R_bent(net, sign):
    def local_sum(net_value):
        n, p = carriers(net_value)
        x = bending(net_value, sign)
        return (1 + a_minus * n / ni * np.exp(x)
                + a_plus * p / ni * np.exp(-x))
    return local_sum(net) / local_sum(0.0)


for net in (dose, -dose, 0.0):
    for sign in (1, -1):
        slope = slope_by_integration(net, bending(net, sign))
        assert abs(slope / slope_needed - 1) < 0.005

# ---- Random ion potentials in the compensated crystal ----
ion_density = 2 * dose * per_nm3


def ion_potential(r, length):
    return bjerrum * np.exp(-r / length) / r


def log_mean_boost(length, core, outer=None):
    """Log of the average of exp(potential/kT) over random ions."""
    outer = 15 * length + core if outer is None else outer
    value = quad(lambda r: 4 * np.pi * r**2
                 * 2 * np.sinh(0.5 * ion_potential(r, length))**2,
                 core, outer, limit=200)[0]
    return ion_density * value


def fluctuation(core):
    """Self-consistent screening length, mean carrier boost, rms energy, R."""
    def balance(length):
        return (log_mean_boost(length, core) + 2 * np.log(length)
                + np.log(2 * poisson * ni * per_nm3))
    length = brentq(balance, 0.2, 20.0)
    boost = np.exp(log_mean_boost(length, core))
    variance = ion_density * quad(
        lambda r: 4 * np.pi * r**2 * ion_potential(r, length)**2,
        core, 15 * length + core, limit=200)[0]
    R = (1 + (a_minus + a_plus) * boost) / norm
    return length, boost, kT * np.sqrt(variance), R


cores = (0.3, 0.5, 1.0)
fluctuations = [fluctuation(core) for core in cores]

rng = np.random.default_rng(12345)
samples, core_mc, outer_mc = 40000, 1.0, 8.0
length_mc = fluctuations[-1][0]
volume = 4 * np.pi / 3 * (outer_mc**3 - core_mc**3)
counts = rng.poisson(ion_density * volume, samples)
owner = np.repeat(np.arange(samples), counts)
radii = np.cbrt(core_mc**3 + rng.random(owner.size)
                * (outer_mc**3 - core_mc**3))
signs = rng.choice(np.array([-1.0, 1.0]), owner.size)
potential = np.bincount(owner, weights=signs * ion_potential(radii, length_mc),
                        minlength=samples)
boost_mc = np.cosh(potential).mean()
boost_quad = np.exp(log_mean_boost(length_mc, core_mc, outer_mc))
# Sampling noise of this long-tailed average is a few percent.
assert abs(boost_mc / boost_quad - 1) < 0.10

# ---- Printed numbers ----
print(f"Temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"Gap {gap:.2f} eV, Nc = {Nc:.2e}, Nv = {Nv:.2e} cm^-3")
print(f"Defect levels E- = {level_minus:.2f}, E+ = {level_plus:.2f} eV")
print(f"Intrinsic level {Ei:.4f} eV, ni = {ni:.3e} cm^-3")
print(f"a_minus = {a_minus:.5f}, a_plus = {a_plus:.5f}")
print(f"Each dopant {dose:.1e} cm^-3; dose/ni = {dose / ni:.1f}")
print(f"Donor-only Fermi level {EF_donor:.4f} eV (Boltzmann)")
EF_acceptor = Ei - kT * np.log(carriers(-dose)[1] / ni)
print(f"Acceptor-only Fermi level {EF_acceptor:.4f} eV (Boltzmann)")
print(f"Layer {thickness:.0f} nm, undoped speed {speed_undoped:.1f} nm/min")
for name, R in (("donor only", R_D), ("acceptor only", R_A),
                ("co-doped, model", R_comp), ("co-doped, additive", R_add)):
    speed = R * speed_undoped
    print(f"{name}: R = {R:.3f}, v = {speed:.2f} nm/min, "
          f"time = {thickness / speed:.2f} min")
stop_time = thickness / (R_add * speed_undoped)
grown = stop_time * R_comp * speed_undoped
print(f"Regrown at additive stop time: {grown:.1f} nm, "
      f"left amorphous: {thickness - grown:.1f} nm")
print("Partial compensation, donors fixed: NA/ND, R model, R additive")
for fraction in (0.0, 0.5, 0.9, 1.0, 1.1):
    additive = R_D + R_model(-fraction * dose) - 1
    print(f"  {fraction:.1f}  {R_model((1 - fraction) * dose):.3f}"
          f"  {additive:.3f}")
print(f"Excess left at NA/ND = 0.9: {100 * leftover:.2f} % of donor-only")
print(f"Slowest growth: n/ni = {ratio_at_min:.3f}, "
      f"ND-NA = {net_at_min:.2e} cm^-3, 1-R = {slowing:.2e}")
print("Neglected effects: R for donor only, acceptor only, co-doped")
print(f"  Fermi-Dirac, full ionization: {R_full(dose, 0):.3f}, "
      f"{R_full(0, dose):.3f}, {R_full(dose, dose):.3f}")
print(f"  Isolated levels {dopant_depth:.3f} eV deep: "
      f"{R_full(dose, 0, True):.3f}, {R_full(0, dose, True):.3f}, "
      f"{R_comp_isolated:.4f}")
EF_shift = fermi_level(dose, dose, True) - fermi_level(0, 0)
print(f"  Co-doped Fermi shift, isolated levels: {1000 * EF_shift:.1f} meV")
for follow, label in ((True, "levels follow edges"), (False, "levels fixed")):
    values = ", ".join(f"{R_narrowed(net, follow):.3f}"
                       for net in (dose, -dose, 0.0))
    print(f"  Gap narrowed {narrowing:.2f} eV, {label}: {values}")
for sign, label in ((1, "+"), (-1, "-")):
    values = ", ".join(f"{R_bent(net, sign):.3f}"
                       for net in (dose, -dose, 0.0))
    print(f"  Sheet charge {label}{sheet:.0e} e/cm^2: {values}")
bends = ", ".join(f"{1000 * kT * bending(net, 1):.1f}"
                  for net in (dose, -dose, 0.0))
print(f"  Band bending for + sheet: {bends} meV")
debye_comp = 1 / np.sqrt(2 * poisson * ni * per_nm3)
debye_donor = 1 / np.sqrt(poisson * sum(carriers(dose)) * per_nm3)
print(f"Linear screening length: co-doped {debye_comp:.2f} nm, "
      f"donor only {debye_donor:.2f} nm")
print(f"Relative permittivity {permittivity_ratio:.1f}; "
      f"ion energy equals kT at {bjerrum:.2f} nm (unscreened)")
print("Random ions, co-doped: core nm, screening nm, rms eV, <n>/ni, R")
for core, (length, boost, rms, R) in zip(cores, fluctuations):
    print(f"  {core:.1f}  {length:.2f}  {rms:.3f}  {boost:.1f}  {R:.3f}")
    print(f"    excess = {100 * (R - 1) / (R_add - 1):.1f} % of additive")
print(f"Random-ion average, sampled/quadrature: {boost_mc / boost_quad:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature 800 K, kT = 0.06894 eV
Gap 0.96 eV, Nc = 1.20e+20, Nv = 1.00e+20 cm^-3
Defect levels E- = 0.81, E+ = 0.18 eV
Intrinsic level 0.4737 eV, ni = 1.037e+17 cm^-3
a_minus = 0.00381, a_plus = 0.00706
Each dopant 5.0e+19 cm^-3; dose/ni = 482.2
Donor-only Fermi level 0.8996 eV (Boltzmann)
Acceptor-only Fermi level 0.0478 eV (Boltzmann)
Layer 100 nm, undoped speed 2.0 nm/min
donor only: R = 2.805, v = 5.61 nm/min, time = 17.83 min
acceptor only: R = 4.356, v = 8.71 nm/min, time = 11.48 min
co-doped, model: R = 1.000, v = 2.00 nm/min, time = 50.00 min
co-doped, additive: R = 6.161, v = 12.32 nm/min, time = 8.12 min
Regrown at additive stop time: 16.2 nm, left amorphous: 83.8 nm
Partial compensation, donors fixed: NA/ND, R model, R additive
  0.0  2.805  2.805
  0.5  1.897  4.478
  0.9  1.171  5.824
  1.0  1.000  6.161
  1.1  1.326  6.497
Excess left at NA/ND = 0.9: 9.48 % of donor-only
Slowest growth: n/ni = 1.362, ND-NA = 6.50e+16 cm^-3, 1-R = 4.93e-04
Neglected effects: R for donor only, acceptor only, co-doped
  Fermi-Dirac, full ionization: 3.091, 5.002, 1.000
  Isolated levels 0.045 eV deep: 2.018, 2.382, 0.9995
  Co-doped Fermi shift, isolated levels: 21.4 meV
  Gap narrowed 0.10 eV, levels follow edges: 2.805, 4.356, 1.011
  Gap narrowed 0.10 eV, levels fixed: 1.868, 2.619, 1.000
  Sheet charge +1e+12 e/cm^2: 3.100, 3.558, 1.000
  Sheet charge -1e+12 e/cm^2: 2.269, 4.748, 1.000
  Band bending for + sheet: 14.1, 15.1, 175.4 meV
Linear screening length: co-doped 14.66 nm, donor only 0.94 nm
Relative permittivity 11.7; ion energy equals kT at 1.79 nm (unscreened)
Random ions, co-doped: core nm, screening nm, rms eV, <n>/ni, R
  0.3  2.79  0.146  27.5  1.285
    excess = 5.5 % of additive
  0.5  3.42  0.156  18.4  1.187
    excess = 3.6 % of additive
  1.0  4.06  0.154  13.0  1.129
    excess = 2.5 % of additive
Random-ion average, sampled/quadrature: 1.025
ALL CHECKS PASSED
```
